# A converged aufbau SCF solution need not be an energy minimum

## The argument under review

The author reports an unrestricted Hartree-Fock (UHF) calculation on H$_2$ with the nuclei 4 bohr apart, in the cc-pVDZ basis. The run was started from equal α and β densities and accelerated with DIIS. It converged to $-0.906781$ hartree, with a commutator norm of about $10^{-12}$ hartree and a gap of $0.327$ hartree between the occupied and the lowest empty orbital of each spin. The author then reasons as follows:

> The commutator vanishes, so the energy is stationary. The lowest orbitals are occupied, so any admixture of an empty orbital costs energy. The solution is therefore a local minimum of the UHF energy.

The first sentence is correct. The second needs a closer look, because it does not say which energy is raised. My comments examine what each convergence criterion establishes, and then whether the reported solution is a minimum.

I use hartree atomic units, real orbitals and fixed numbers of α and β electrons. "Minimum" means a minimum within this set of determinants. Complex orbitals and orbitals that mix the two spins are outside it.

## What the commutator establishes

Let $P_\sigma$ be the density matrix of spin $\sigma$ and $h$ the core Hamiltonian. The energy is

$$E=\sum_\sigma \mathrm{tr}\,hP_\sigma+\tfrac12\sum_\sigma \mathrm{tr}\,P_\sigma G_\sigma[P]+E_{\rm nuc},$$

where $G_\sigma[P]$ is the Coulomb matrix of $P_\alpha+P_\beta$ minus the exchange matrix of $P_\sigma$,

$$(G_\sigma[P])_{pq}=\sum_{rs}\big[(P_\alpha+P_\beta)_{rs}(pq|rs)-(P_\sigma)_{rs}(pr|sq)\big].$$

The Fock matrix is $F_\sigma=h+G_\sigma[P]$.

Now let the density change by $D$. Since $G$ is linear and $\sum_\sigma\mathrm{tr}\,P_\sigma G_\sigma[D]=\sum_\sigma\mathrm{tr}\,D_\sigma G_\sigma[P]$, the two cross terms in the quadratic part are equal and cancel its factor $\tfrac12$. Hence

$$E(P+D)-E(P)=\sum_\sigma\mathrm{tr}\,F_\sigma D_\sigma+\tfrac12\sum_\sigma\mathrm{tr}\,D_\sigma G_\sigma[D]. \tag{1}$$

There is no remainder, because $E$ is quadratic in $P$.

Rotate the orbitals by $C_\sigma\to C_\sigma e^{\kappa^\sigma}$, with $\kappa^\sigma$ antisymmetric. To first order an occupied orbital $i$ becomes $i+\sum_a\kappa_{ai}a$, where $a$ runs over the empty orbitals. The density change is $\sum_{ai}\kappa_{ai}(a\,i^T+i\,a^T)$, and the first term of (1) gives

$$\frac{\partial E}{\partial\kappa^\sigma_{ai}}=2F^\sigma_{ai}.$$

In the orbital basis $P_\sigma$ is diagonal, with ones for occupied and zeros for empty orbitals. The commutator $F_\sigma P_\sigma S-SP_\sigma F_\sigma$, where $S$ is the overlap matrix, then has elements $F_{ai}$ in its empty-occupied block, $-F_{ia}$ in its occupied-empty block, and zeros elsewhere. It vanishes if and only if the gradient vanishes. A small commutator therefore certifies a stationary point and carries no information about curvature.

## What aufbau occupation establishes

For a fixed matrix $F_\sigma$ with eigenvalues $\varepsilon_p$, any other determinant has $\mathrm{tr}\,F_\sigma P'_\sigma=\sum_p\varepsilon_p n_p$, with $0\le n_p\le1$ and $\sum_p n_p$ equal to the number of electrons of that spin. This sum is smallest when the lowest levels are filled. Aufbau occupation thus guarantees that the first sum in (1) is not negative.

This is the sense in which admixing an empty orbital "costs energy": the cost is counted with the Fock matrix frozen. The true energy also contains the second sum in (1), the response of the electron interaction to the changed density.

One might hope that the response is negligible for small rotations. It is not. The part of $D$ linear in $\kappa$ contributes nothing to $\mathrm{tr}\,FD$ at a stationary point, so the frozen-Fock cost starts at order $\kappa^2$. The response is quadratic in $D$, and it too starts at order $\kappa^2$. The two compete at the same order, and the sign of the response is not fixed by aufbau. The author's second sentence leaves it out.

## The curvature that has to be examined

For one electron of each spin the full second-order energy is short enough to derive here. Let $i$ be the occupied orbital of spin $\sigma$, and write $\kappa_a$ for $\kappa_{ai}$. To second order it becomes

$$i'=\Big(1-\tfrac12\sum_a\kappa_a^2\Big)i+\sum_a\kappa_a a,$$

so that

$$D_\sigma=\sum_a\kappa_a(a\,i^T+i\,a^T)+\sum_{ab}\kappa_a\kappa_b\,a\,b^T-\sum_a\kappa_a^2\,i\,i^T .$$

At a stationary point the frozen-Fock term is $\sum_{ab}\kappa_a\kappa_b(F_{ab}-\delta_{ab}F_{ii})$ for each spin.

The response needs only the linear part of $D$. In the Coulomb energy each of the two density changes supplies two equal terms, which with the prefactor $\tfrac12$ gives $2\sum\kappa^\sigma_a\kappa^\tau_b(ai|bi)_{\sigma\tau}$, summed over both spins. Here the first pair of orbitals has spin $\sigma$ and the second has spin $\tau$. In the exchange energy the four products give $2(ai|bi)+2(ab|ii)$, which with the prefactor $-\tfrac12$ becomes $-(ai|bi)-(ab|ii)$, for equal spins only.

Writing the total as $\tfrac12\sum\kappa^\sigma_aH^{\sigma\tau}_{ab}\kappa^\tau_b$ doubles each coefficient:

$$H^{\sigma\tau}_{ab}=2\delta_{\sigma\tau}(F_{ab}-\delta_{ab}F_{ii})+4(ai|bi)_{\sigma\tau}-2\delta_{\sigma\tau}\big[(ai|bi)+(ab|ii)\big]. \tag{2}$$

The orbital gap enters through the first term alone. A local minimum is assured when all eigenvalues of $H$ are positive, and excluded when one is negative. If the lowest eigenvalue is zero, higher orders must decide.

## A two-orbital model that can be solved by hand

The competition is easiest to see in the STO-3G basis, where symmetry fixes a bonding orbital $g$ and an antibonding orbital $u$. Define $J_{gg}=(gg|gg)$, $J_{uu}=(uu|uu)$, $J=(gg|uu)$ and $K=(gu|gu)$. With both electrons in $g$, the orbital energies are

$$\varepsilon_g=h_{gg}+J_{gg},\qquad \varepsilon_u=h_{uu}+2J-K,$$

so the gap is $\Delta\varepsilon=h_{uu}-h_{gg}+2J-K-J_{gg}$.

Let the two spins rotate in opposite directions:

$$\phi_\alpha=\cos\theta\,g+\sin\theta\,u,\qquad \phi_\beta=\cos\theta\,g-\sin\theta\,u .$$

The self-Coulomb and self-exchange energies of each electron cancel, leaving $E=h_{\alpha\alpha}+h_{\beta\beta}+(\phi_\alpha\phi_\alpha|\phi_\beta\phi_\beta)+E_{\rm nuc}$. The products $\phi_\alpha^2$ and $\phi_\beta^2$ contain $gu$ with coefficients $+2\sin\theta\cos\theta$ and $-2\sin\theta\cos\theta$, which produces $-4K\sin^2\theta\cos^2\theta$. Integrals with an odd number of $u$ factors vanish by inversion symmetry. With $x=\sin^2\theta$ and $E_0=2h_{gg}+J_{gg}+E_{\rm nuc}$,

$$E-E_0=2x(h_{uu}-h_{gg})+J_{gg}\big[(1-x)^2-1\big]+J_{uu}x^2+(2J-4K)x(1-x).$$

Collecting powers gives $E=E_0+ax+bx^2$, with

$$a=2(h_{uu}-h_{gg})-2J_{gg}+2J-4K,\qquad b=J_{gg}+J_{uu}-2J+4K .$$

The definition of the gap gives $h_{uu}-h_{gg}-J_{gg}=\Delta\varepsilon-2J+K$, and therefore

$$a=2(\Delta\varepsilon-J-K). \tag{3}$$

If both spins rotate by the same angle instead, the two $gu$ coefficients have equal signs and $-4K$ becomes $+4K$. The coefficient of $x$ is then $2(\Delta\varepsilon-J+3K)$.

Exchanging the spins interchanges their two angles, so the second-order energy has no cross term between equal and opposite rotations. These two directions span the whole two-angle space. The symmetric solution is an aufbau saddle point when

$$0<\Delta\varepsilon<J+K\quad\text{and}\quad \Delta\varepsilon-J+3K>0 .$$

At 4 bohr the integrals are, in hartree, $h_{gg}=-0.7568$, $h_{uu}=-0.6674$, $J_{gg}=0.5026$, $J_{uu}=0.5259$, $J=0.5121$ and $K=0.2651$. The gap is

$$\Delta\varepsilon=0.0894+1.0242-0.2651-0.5026=0.3459\quad(0.3458\ \text{from the unrounded integrals}),$$

while $J+K=0.7772$. The gap is positive but too small. The second derivatives with respect to $\theta$ are twice the coefficients of $x$, because $x\approx\theta^2$: $-1.7255$ hartree/rad$^2$ for opposite rotations and $+2.5165$ hartree/rad$^2$ for equal ones. Both formulas were tested against finite differences of the energy.

For $a<0$ and $b>0$, setting $a+2bx=0$ gives

$$x_*=-\frac{a}{2b},\qquad E_*=E_0-\frac{a^2}{4b},$$

provided $x_*\le1$. Here $a=-0.8628$ and $b=1.0648$ hartree, so $x_*=0.8628/2.1296=0.405$, or $\theta_*=0.690$ rad. The energy falls from $-0.7611$ to $-0.9358$ hartree. A scan over both independent angles in steps of one degree found no lower point.

The large-distance limit shows the physics. Let $U$ be the repulsion of two electrons on the same atom and $V\approx1/R$ that of electrons on different atoms at separation $R$. When the atomic overlap vanishes, $J_{gg},J_{uu},J\to(U+V)/2$, $K\to(U-V)/2$ and $h_{uu}-h_{gg}\to0$. Then $\Delta\varepsilon\to J-K=V$ and $J+K\to U$. The gap stays positive at any finite large distance, yet $a\to-2(U-V)$ is negative. With $b\to2(U-V)$ one finds $x_*\to\tfrac12$, which puts one electron on each atom. The symmetric determinant keeps a substantial weight of configurations with both electrons on one atom, and the opposite rotation removes it.

At shorter distance the instability disappears. In this basis $\Delta\varepsilon=J+K$ at 2.18 bohr; the onset depends on the basis and lies at 2.29 bohr in cc-pVDZ and about 2.30 bohr in cc-pVTZ. Scans 0.05 bohr on either side of this distance placed the lowest opposite-rotation energy at $\theta=0$ below it and at a nonzero angle above it.

## Why the iteration stopped at this solution

The author may ask why an energy-lowering direction was not found by the SCF procedure. The symmetric start alone explains the reported run. A second mechanism, shown below in the two-orbital model, can return the iteration to the saddle even when the start is not symmetric.

Consider first the starting density. Equal α and β densities give equal Fock matrices, and these give equal new densities as long as the occupied level is separated by a gap. DIIS combines stored Fock matrices with the same weights for both spins, so it preserves this equality. The unstable direction requires opposite changes, and the iteration has no component along it. In the cc-pVDZ run the recorded difference between the spin densities was zero throughout.

The second mechanism is that DIIS looks for a zero of the commutator. In the two-orbital model, take a small opposite rotation $\theta$. The total density has no $gu$ element, so only exchange contributes to the off-diagonal α Fock element:

$$F^\alpha_{gu}=-\theta(J+K).$$

The diagonal elements are unchanged to first order. Diagonalizing this matrix, as a plain Roothaan step does, mixes $u$ into $g$ by the angle

$$\theta'=-\frac{F^\alpha_{gu}}{\Delta\varepsilon}=\frac{J+K}{\Delta\varepsilon}\,\theta. \tag{4}$$

Comparison with (3) shows that, for a positive gap, plain iteration amplifies this disturbance exactly when $a<0$. The factor is 2.25 at 4 bohr and 0.68 at 1.4 bohr.

DIIS removes this repulsion. The $gu$ element of the α commutator is, to first order,

$$e=\theta(\varepsilon_g-\varepsilon_u)-F^\alpha_{gu}=\theta(J+K-\Delta\varepsilon),$$

and the β element is its negative. Given two stored angles $\theta_1\ne\theta_2$, DIIS chooses weights with $w_1+w_2=1$ that minimize the norm of the combined error. If $J+K\ne\Delta\varepsilon$, this requires $w_1\theta_1+w_2\theta_2=0$. The combined Fock element, $-(J+K)(w_1\theta_1+w_2\theta_2)$, then vanishes as well, and the next orbital is $g$ to first order. The sign of $a$ plays no part. This is a secant search for a stationary point.

The numerical comparison starts both procedures from $\theta=0.05$ rad at 4 bohr, with the spin symmetry already broken:

- Plain iteration gives 0.050, 0.111, 0.233, 0.414 rad and so on, and ends at the minimum, $-0.9358$ hartree.
- Two-vector DIIS gives 0.050, 0.11, $-5.1\times10^{-3}$, $3.4\times10^{-4}$, $-4.7\times10^{-8}$ rad and so on, and ends at the saddle, $-0.7611$ hartree.

A slightly broken starting density is therefore not a sufficient safeguard. The argument is first order in the angle and covers small disturbances only. With a standard DIIS implementation, in STO-3G and in cc-pVDZ alike, opposite starting rotations up to 0.1 rad returned to the saddle, while 0.2 and 0.4 rad reached the minimum. This example does not imply that DIIS prefers saddle points in general, nor that plain iteration always reaches a minimum.

## The reported cc-pVDZ solution

The basis has 10 functions, so each spin has 9 rotation parameters and $H$ is an $18\times18$ matrix. Evaluated from (2) at the author's solution, it has one negative eigenvalue, $-0.500$ hartree/rad$^2$. The next is $+0.767$ hartree/rad$^2$. The largest deviation of any matrix element from a finite-difference Hessian was $4\times10^{-6}$ hartree/rad$^2$. The reported solution is a saddle point of the UHF energy.

The unstable mode changes the α and β densities by opposite amounts, so the total density is unchanged to first order. Rotations that are equal for both spins belong to the positive part of the spectrum. The solution is therefore a local minimum among real closed-shell determinants, and the author's conclusion would be right for that restricted set. It fails for the unrestricted set named in the claim.

To leave the saddle one must first move away from it, since the gradient there is zero. A displacement of 0.10 rad along the normalized unstable mode should change the energy by

$$\tfrac12(-0.500)(0.10)^2=-0.00250\ \text{hartree}.$$

The actual change is $-0.00248$ hartree. From there I followed the negative gradient, with each component divided by twice its orbital gap and the step halved whenever the energy would have risen. After 21 steps the energy was $-1.001415$ hartree, and the lowest Hessian eigenvalue was $+0.642$ hartree/rad$^2$. This is a local minimum. A separate SCF run started with the two electrons on opposite atoms reached the same energy.

The solution lies $0.0946$ hartree, or 2.58 eV, below the reported one. Equation (1) divides this difference, with $D$ the full change of density, into

$$\underbrace{+0.2643}_{\text{frozen Fock}}\;\underbrace{-\,0.3589}_{\text{response}}=-0.0946\ \text{hartree}.$$

The author's aufbau argument correctly predicts the sign of the first number. The second number outweighs it.

These values belong to cc-pVDZ and are not converged in the basis. In aug-cc-pVTZ the lowering is $0.0911$ hartree, the two lowest eigenvalues at the saddle are $-0.478$ and $+0.496$ hartree/rad$^2$, and the lowest eigenvalue at the minimum is $+0.596$ hartree/rad$^2$. The signs, and the single negative eigenvalue, are the same.

Displacement along the opposite sign of the mode leads to the same energy with the spins interchanged. The Mulliken spin populations of the first atom are $+0.98$ and $-0.98$ electrons in the two cases.

The lower determinant has its own defect. With $S_z=0$, $\langle S^2\rangle$ is the squared norm of the state obtained by raising the β spin. That state has both orbitals occupied with α spin, and its squared norm is $1-\langle\phi_\alpha|\phi_\beta\rangle^2$. The value here is 0.932, whereas a singlet has 0 and a triplet 2. The determinant is thus a mixture with triplet weight $0.932/2\approx0.47$. It is the better of the two variationally, but it is not a spin eigenstate, and its spin populations should not be read as a static magnetization of the singlet ground state.

The same analysis at 1.4 bohr gives a lowest eigenvalue of $+0.538$ hartree/rad$^2$. There the spin-symmetric solution is a local UHF minimum, although the commutator and aufbau criteria alone could not have distinguished it from the case at 4 bohr.

## Requested revision

The statement that the solution is a minimum should be withdrawn. The commutator and the occupation may be reported as evidence of an aufbau stationary point. A claim of a local minimum needs the lowest eigenvalue of the orbital Hessian, computed for the same set of rotations as the claim. If it is negative, the orbitals should be displaced along its eigenvector, the energy lowered, and the Hessian computed again at the new solution. A positive result still leaves open whether a lower minimum exists elsewhere, so runs from different starting densities remain useful.

## Numbers as computed

```
H2, STO-3G
distance: 4.0 bohr
h_gg: -0.756849 hartree
h_uu: -0.667440 hartree
nuclear repulsion: 0.250000 hartree
J_gg: 0.502616 hartree
J_uu: 0.525855 hartree
J_gu: 0.512086 hartree
K_gu: 0.265128 hartree
orbital gap: 0.345837 hartree
J_gu + K_gu: 0.777214 hartree
d2E/dtheta2, opposite angles: -1.7255 hartree/rad^2
d2E/dtheta2, equal angles: 2.5165 hartree/rad^2
coefficient a: -0.862755 hartree
coefficient b: 1.064812 hartree
x at minimum: 0.405121
theta at minimum: 0.689940 rad
symmetric energy: -0.761082 hartree
minimum energy: -0.935842 hartree
onset distance: 2.1797 bohr
plain-step growth factor, 4.0 bohr: 2.2473
plain-step growth factor, 1.4 bohr: 0.6767
plain angles (rad): 0.0500 0.1107 0.2328 0.4144 0.5677 0.6443 0.6740
DIIS angles (rad): 5.0e-02 1.1e-01 -5.1e-03 3.4e-04 -4.7e-08 3.1e-14
plain iteration final energy: -0.935842 hartree
DIIS final energy: -0.761082 hartree
H2, cc-pVDZ, 4.0 bohr
basis functions: 10
DIIS density updates: 5
largest spin-density norm in run: 0.0e+00
saddle energy: -0.90678103 hartree
commutator norm: 1.0e-12 hartree
aufbau gap: 0.326701 hartree
Hessian dimension: 18
negative eigenvalues at saddle: 1
lowest Hessian eigenvalue, saddle: -0.500027 hartree/rad^2
second Hessian eigenvalue, saddle: 0.766757 hartree/rad^2
largest Hessian check error: 4.3e-06 hartree/rad^2
displacement along mode: 0.10 rad
predicted first energy change: -0.002500 hartree
actual first energy change: -0.002478 hartree
descent steps: 21
energy after descent: -1.00141460 hartree
energy from localized start: -1.00141460 hartree
lowest Hessian eigenvalue, minimum: 0.641520 hartree/rad^2
energy change: -0.094634 hartree
energy change: -2.5751 eV
frozen-Fock part: 0.264277 hartree
response part: -0.358911 hartree
<S^2> after descent: 0.9318
spin population atom 1, + sign: 0.9835 electrons
spin population atom 1, - sign: -0.9835 electrons
lowest Hessian eigenvalue, 1.4 bohr: 0.537645 hartree/rad^2
```
